\section*{Two-Magnon Nuclear Relaxation and Its Geometric Condition in Gapped Magnets}

\section{What symmetry and dimensions fix}

Consider a nucleus in an insulating magnet whose electron spins order along $\hat z$. If the electron Hamiltonian is unchanged by spin rotations about $\hat z$, the hyperfine coupling is isotropic and all static fields lie along $\hat z$, the sum $S_z^{\rm tot}+I_z$ is conserved. In a ferromagnet each magnon carries electron spin $-1$. A nuclear flip must then change the magnon number by one, whereas scattering one magnon into another leaves that number unchanged. Two-magnon scattering therefore cannot relax this nucleus. A single magnon has the right angular momentum, but its energy is at least the gap $\Delta$, far above the nuclear quantum $\hbar\omega_n$.

Suppose that the symmetry is broken and that scattering flips the nucleus with a coupling energy $a_\perp$. The golden rule gives a rate of order $a_\perp^2/\hbar$, times two densities of states, times a thermal energy width $k_BT$. In a three-dimensional ferromagnet with magnon stiffness energy $K$, the density of states scales as $(E-\Delta)^{1/2}K^{-3/2}$. Hence
\begin{equation}
\frac1{T_1}=\frac{a_\perp^2}{\hbar}\,\frac{(k_BT)^2}{K^3}\,F\!\left(\frac{\Delta}{k_BT}\right).
\end{equation}
What remains is to find $a_\perp$, which is a matter of geometry, and $F$, which holds the activated law.

\section{Why one magnon fails}

The hyperfine Hamiltonian is $\mathbf I\cdot A\cdot\mathbf S$, with $A$ an energy tensor and $I=1/2$. The applied field is $-B_0\hat z$. The electron moment is $-g\mu_B\mathbf S$, so this field favours spins along $+\hat z$ and adds $g\mu_BB_0$ to the energy of a ferromagnetic magnon. The nuclear Zeeman term is $+\hbar\gamma B_0I_z$. With the mean spin $S\hat z$, the static nuclear Hamiltonian is
\begin{equation}
H_n=\mathbf w\cdot\mathbf I,\qquad
\mathbf w=\hbar\gamma B_0\hat z+S\mathbf a,\qquad
\mathbf a=A\hat z,\qquad \hbar\omega_n=|\mathbf w|.
\end{equation}

To leading spin-wave order, with $b$ the boson operator at the nuclear site,
\begin{equation}
S_z=S-b^\dagger b,\qquad S_x+iS_y\simeq\sqrt{2S}\,b .
\end{equation}
The fluctuating coupling is therefore
\begin{equation}
H'=\sqrt{\frac S2}\left[b\,\mathbf I\cdot(A\hat x-iA\hat y)+\text{h.c.}\right]-(\mathbf I\cdot\mathbf a)\,b^\dagger b .
\label{split}
\end{equation}
The first part creates or destroys one magnon, and its golden-rule rate contains $\delta(E_k-\hbar\omega_n)$. Since $E_k\ge\Delta>\hbar\omega_n$, the argument never vanishes. This holds for any tensor $A$, provided that magnon lifetime broadening is neglected.

For isotropic coupling the sign of $w_z$ matters too. The term $I_+S_-$ creates a magnon and raises $I_z$. If $w_z>0$, both changes cost energy, so the process is forbidden even without a gap.

Off resonance there remains a small reversible admixture. For a matrix element $V$ and energy mismatch $\Omega$, first-order perturbation theory with $\hbar=1$ gives the flip probability $(4V^2/\Omega^2)\sin^2(\Omega t/2)$, with time average $2V^2/\Omega^2$. It does not grow with time, so it is not relaxation.

A small model shows the difference. Take a ring of six electron spins $1/2$ with exchange $J=1$ and gap 0.5, one of them coupled to the nucleus by an isotropic $A=-0.01$. All electrons start up and the nucleus down. The full Hamiltonian is diagonalized and the flip probability averaged over 4000 random times. With $w_z=-0.5$, which matches the gap, the mean is 0.48, close to the value $1/2$ of a resonant pair of levels. With $w_z=-0.01$ it is $5.7\times10^{-5}$, as the perturbative average summed over the ring's magnons also gives. With $w_z=+0.5$ it is $1.9\times10^{-5}$: the magnitude matches the gap but the sign is wrong.

\section{When two magnons succeed}

The last term of Eq.~(\ref{split}) scatters magnons. For $N$ sites, with the nucleus at the origin, $b=N^{-1/2}\sum_kb_k$ and
\begin{equation}
-(\mathbf I\cdot\mathbf a)\,b^\dagger b=-\frac{\mathbf I\cdot\mathbf a}{N}\sum_{kk'}b_{k'}^\dagger b_k .
\end{equation}
The nuclear eigenstates are quantized along $\mathbf w$. The part of $\mathbf a$ along $\mathbf w$ shifts their energies, and the perpendicular part flips them with matrix element $1/2$. Apart from boson factors, the scattering amplitude has magnitude
\begin{equation}
|M|=\frac{a_\perp}{2N},\qquad a_\perp=\frac{|\mathbf w\times\mathbf a|}{|\mathbf w|}.
\label{perp}
\end{equation}
Because $\mathbf a\times\mathbf a=0$, the hyperfine part of $\mathbf w$ drops out of the cross product. If the transverse part of $\mathbf a$ is $A_{xz}\hat x$,
\begin{equation}
a_\perp=\frac{\hbar\gamma B_0\,|A_{xz}|}{\hbar\omega_n}.
\label{axial}
\end{equation}

Anisotropy alone is thus not sufficient. With one on-site tensor and no other static field, the nucleus is quantized along $\mathbf a$ itself. A longitudinal spin fluctuation then changes the length of its field but not the direction. An applied field separates the two directions. For small $B_0$ the coupling grows linearly with $B_0$; when the nuclear Zeeman energy dominates, it tends to $|A_{xz}|$.

Take $S=1/2$, $\gamma/2\pi=10$ MHz/T, $A_{zz}/h=100$ MHz, $A_{xz}/h=20$ MHz, $A_{xx}/h=A_{yy}/h=80$ MHz and $B_0=4$ T. Then
\begin{align}
\mathbf w/h&=(0.5\times20,\;0,\;40+0.5\times100)=(10,0,90)\ \text{MHz},\\
\omega_n/2\pi&=\sqrt{10^2+90^2}=90.55\ \text{MHz},\\
a_\perp/h&=40\times20/90.55=8.835\ \text{MHz}.
\end{align}
The coupling vanishes if $B_0=0$, and also for an isotropic 100 MHz tensor in the same axial field.

Misalignment can replace anisotropy. If the isotropic nucleus has, instead of the axial Zeeman term, a transverse static term of 40 MHz that does not act on the electrons, then $\mathbf w/h=(40,0,50)$ MHz and Eq.~(\ref{perp}) gives 62.47 MHz. Tilting the applied field is a different situation. It turns the electron spins as well, so $\hat z$ must be redefined along the new order axis. If the magnet has an anisotropy of its own, further amplitudes can then appear that Eq.~(\ref{perp}) does not contain.

The one-magnon terms can also act twice, through virtual states with one magnon fewer or more. This was evaluated for the tensor above in a six-spin ring with $J/k_B=4$ K in 4 T, for scattering from $ka=\pi/3$ to $-\pi/3$. Summing over all intermediate states with zero or two magnons gives an amplitude $2.3\times10^{-4}$ of the direct one. That number depends on the lattice and the momenta, and virtual magnons also tilt $\mathbf w$ slightly at the same order in $A$. For magnons at the band bottom of a simple cubic lattice with $J/k_B=40$ K and the same field, the total correction is $1.1\times10^{-3}$. The neglect is sound in these cases, but not as $B_0\to0$, where the direct amplitude itself disappears.

\section{The ferromagnetic rate}

The rate for raising the nuclear energy is
\begin{equation}
W_\uparrow=\frac{2\pi}{\hbar}\left(\frac{a_\perp}{2N}\right)^2\sum_{kk'}n_k(n_{k'}+1)\,\delta(E_k-E_{k'}-\hbar\omega_n),
\end{equation}
where $n=1/(e^{E/k_BT}-1)$. The rate $W_\downarrow$ has the opposite sign of $\hbar\omega_n$. A two-level population difference relaxes at $1/T_1=W_\uparrow+W_\downarrow$. For $\hbar\omega_n\ll k_BT$ the two rates are equal, and the nuclear quantum may be dropped from the delta function. With the density of states per site $D(E)=N^{-1}\sum_k\delta(E-E_k)$,
\begin{equation}
\frac1{T_1}=\frac{\pi a_\perp^2}{\hbar}\int_\Delta^\infty D(E)^2\,n(n+1)\,dE .
\label{golden}
\end{equation}

For exchange $-J\mathbf S_i\cdot\mathbf S_j$ on each bond of a simple cubic lattice with spacing $a_0$, the quadratic boson terms of one bond are $JS(b_i^\dagger b_i+b_j^\dagger b_j-b_i^\dagger b_j-b_j^\dagger b_i)$. Six bonds meet at each site. With $K=JS$ and $q_i=k_ia_0$,
\begin{equation}
E_k=\Delta+2K\Big(3-\sum_i\cos q_i\Big)\simeq\Delta+Kq^2 .
\end{equation}
Since $q=\sqrt{(E-\Delta)/K}$ and $dq/dE=1/[2\sqrt{K(E-\Delta)}]$,
\begin{equation}
D(E)=\frac{4\pi q^2}{(2\pi)^3}\frac{dq}{dE}=\frac{\sqrt{E-\Delta}}{4\pi^2K^{3/2}} .
\end{equation}
The identity $n(n+1)=-k_BT\,dn/dE$ allows integration by parts. The boundary terms vanish, so
\begin{align}
\int_\Delta^\infty(E-\Delta)\,n(n+1)\,dE&=k_BT\int_\Delta^\infty n\,dE\\
&=-(k_BT)^2\ln\!\left(1-e^{-\Delta/k_BT}\right).
\end{align}
The prefactor is $\pi/(4\pi^2)^2=1/(16\pi^3)$, and
\begin{equation}
\boxed{\frac1{T_1}=\frac{a_\perp^2(k_BT)^2}{16\pi^3\hbar K^3}\left[-\ln\!\left(1-e^{-\Delta/k_BT}\right)\right]}
\label{ferro}
\end{equation}
for $k_BT\ll K$. When $k_BT\ll\Delta$, the bracket becomes $e^{-\Delta/k_BT}$. When $\hbar\omega_n\ll\Delta\ll k_BT\ll K$, it becomes $\ln(k_BT/\Delta)$. The high-temperature law is thus $T^2$ with a logarithm, which the gap cuts off.

\subsection{Size and reading of the data}

Let $K/k_B=20$ K and $g=2$, and let the gap be purely Zeeman. At 4 T, $\Delta/k_B=5.374$ K, or $\Delta/h=112$ GHz, about 1240 times the nuclear frequency. At 2 K, $k_BT/K=0.1$ and $\Delta/k_BT=2.687$. The coupling found above gives $a_\perp^2/(\hbar K)=1.177\times10^3\ \text{s}^{-1}$, so
\begin{equation}
\frac1{T_1}=\frac{1.177\times10^3}{496}\,(0.1)^2\,(0.0705)\ \text{s}^{-1}=1.67\times10^{-3}\ \text{s}^{-1},
\end{equation}
or $T_1\approx600$ s. At 1 K the rate is $2.8\times10^{-5}\ \text{s}^{-1}$, and at 0.5 K it is $3.2\times10^{-8}\ \text{s}^{-1}$.

Counting the states of the full cosine band on a momentum grid raises the 2 K rate by 5\%. Band curvature accounts for this. With $\epsilon=(E-\Delta)/K$, the next term gives $\epsilon=q^2-\sum_iq_i^4/12$, whose angular average is $q^2-q^4/20$. The enclosed volume is then proportional to $\epsilon^{3/2}(1+3\epsilon/40)$. Its derivative multiplies $D$ by $1+\epsilon/8$, and hence $D^2$ by $1+\epsilon/4$. In the cold limit the weight $\epsilon e^{-K\epsilon/k_BT}$ has mean $\epsilon=2k_BT/K=0.2$, which gives $+5\%$.

The power of $T$ matters when a gap is extracted. In the activated regime,
\begin{equation}
-\frac{d\ln(1/T_1)}{d(1/T)}=\frac{\Delta}{k_B}+2T .
\end{equation}
Between 0.5 and 1 K a straight line through $\ln(1/T_1)$ gives 6.76 K, which is 26\% above the true gap. Plotting $\ln[1/(T_1T^2)]$ gives 5.38 K.

\section{The antiferromagnetic case}

Now take exchange $+J\mathbf S_i\cdot\mathbf S_j$ on the same lattice, with sublattice $A$ up and $B$ down, and an easy-axis energy $\kappa$ per spin deviation. The nucleus sits on sublattice $A$, and zero-point reduction of $S$ is neglected. With deviation bosons $a_k$ and $b_k$ on the two sublattices,
\begin{equation}
H=\sum_k\left[(C+h)a_k^\dagger a_k+(C-h)b_k^\dagger b_k+B_k(a_kb_{-k}+\text{h.c.})\right],
\end{equation}
where $C=6K+\kappa$, $B_k=2K\sum_i\cos q_i$ and $h=g\mu_BB_0$. Set $a_k=u\alpha_k-v\beta^\dagger_{-k}$ and $b_{-k}=u\beta_{-k}-v\alpha_k^\dagger$, with $u^2-v^2=1$. The pair terms cancel if $2uvC=(u^2+v^2)B_k$. Writing $u=\cosh\theta$ and $v=\sinh\theta$ turns this into $\tanh2\theta=B_k/C$, so the mode energies are $E\pm h$ with
\begin{equation}
E=\sqrt{C^2-B_k^2},\qquad u^2=\frac12\left(\frac CE+1\right),\qquad v^2=\frac12\left(\frac CE-1\right).
\end{equation}
At small $q$, $B_k\simeq6K(1-q^2/6)$. Thus $E^2\simeq\Delta^2+12K^2q^2$, with $\Delta^2=C^2-36K^2$. For $\kappa\ll K$ and $E\ll6K$, both weights tend to $3K/E$.

The magnetic cell has volume $2a_0^3$, so the density per $A$ site is
\begin{equation}
D_A=\frac{q^2}{\pi^2}\frac{dq}{dE}=\frac{E\sqrt{E^2-\Delta^2}}{24\sqrt3\,\pi^2K^3},\qquad
\frac{3K}{E}D_A=\frac{\sqrt{E^2-\Delta^2}}{8\sqrt3\,\pi^2K^2}.
\end{equation}
The operator $a_{k'}^\dagger a_k$ scatters $\alpha$ magnons with amplitude $uu'$ and $\beta$ magnons with $vv'$. Its pair terms create or destroy a total energy of at least $2\Delta$ and cannot conserve energy. Each mode therefore contributes as in Eq.~(\ref{golden}), with $D$ replaced by the weighted density:
\begin{equation}
\frac1{T_1}=\frac{a_\perp^2}{192\pi^3\hbar K^4}\sum_\pm\int_\Delta^\infty(E^2-\Delta^2)\,n_\pm(n_\pm+1)\,dE,
\end{equation}
where $n_\pm=n(E\pm h)$. Integration by parts turns each integral into $2k_BT\int En_\pm dE$. Expanding $n_\pm=\sum_{m\ge1}e^{-m(E\pm h)/k_BT}$ and integrating term by term gives, for $h<\Delta$,
\begin{equation}
\boxed{\frac1{T_1}=\frac{a_\perp^2}{192\pi^3\hbar K^4}\sum_\pm2k_BT\left[\Delta k_BT\,{\rm Li}_1(x_\pm)+(k_BT)^2{\rm Li}_2(x_\pm)\right]}
\label{af}
\end{equation}
with $x_\pm=e^{-(\Delta\pm h)/k_BT}$ and ${\rm Li}_s(x)=\sum_{m\ge1}x^m/m^s$. The lower branch begins at $\Delta-h$, so energy conservation is sure to block one-magnon relaxation only while $\Delta-h>\hbar\omega_n$.

For $h\ll k_BT$ the two limits are
\begin{align}
\frac1{T_1}&\to\frac{a_\perp^2(k_BT)^3}{288\pi\hbar K^4},&\Delta&\ll k_BT\ll K,\\
\frac1{T_1}&\to\frac{a_\perp^2\Delta(k_BT)^2}{48\pi^3\hbar K^4}\left(1+\frac{k_BT}{\Delta}\right)e^{-\Delta/k_BT},&k_BT&\ll\Delta .
\end{align}
The first uses ${\rm Li}_2(1)=\pi^2/6$. If instead $h\gg k_BT$, the lower branch dominates, and as long as $k_BT\ll\Delta-h$ the activation energy is $\Delta-h$.

With the same $K$ and tensor, a 6 K zero-field gap and 1 T, $a_\perp/h=10\times20/\sqrt{10^2+60^2}=3.29$ MHz and $h/k_B=1.34$ K. In units of $K^3$, the sum in Eq.~(\ref{af}) at 2 K is $1.02\times10^{-3}$, and $a_\perp^2/(\hbar K)=163\ \text{s}^{-1}$. Hence
\begin{equation}
\frac1{T_1}=\frac{163}{5953}\times1.02\times10^{-3}\ \text{s}^{-1}=2.8\times10^{-5}\ \text{s}^{-1},
\end{equation}
or $T_1\approx3.6\times10^4$ s. At 1 K the rate is $4.9\times10^{-7}\ \text{s}^{-1}$. These are leading-order values, and for $S=1/2$ the neglected $1/S$ terms are not small. A zero-point reduction of about 0.08 in $S$ raises $a_\perp/h$ to 3.8 MHz and the rate by about 30\%, while the 10\% increase of the spin-wave velocity lowers the rate at fixed gap by about as much.

A grid sum with the full band and weights lies 8\% below the formula at 2 K. The field favours $\beta$ magnons, whose weight $v^2$ on sublattice $A$ is smaller than $3K/E$ by the factor $1-E/6K$. This lowers the rate; the opposite correction to $u^2$ acts on the less populated branch.

\section{Using the laws}

For a spin-$1/2$ nucleus coupled to a single electron spin, first determine the static nuclear vector and $\mathbf a$, then calculate $a_\perp$. A nucleus coupled to several spins, such as a ligand nucleus, needs one $\mathbf a_j$ per site, and the amplitudes add with phases $e^{i(\mathbf k-\mathbf k')\cdot\mathbf r_j}$. Two neighbouring spins with $\mathbf a/h=(\pm20,0,50)$ MHz have an axial sum, yet in the ferromagnet above at 2 K they give about 0.65 of the example rate. A large anisotropic tensor does not by itself imply a large two-magnon rate. When the field is changed, both $a_\perp$ and the magnon energies must be recalculated. Fits should retain the power of $T$ in front of the exponential.

These formulas give one contribution to $1/T_1$. Three-magnon scattering, to which the cubic terms of $S_\pm$ contribute, survives isotropic coupling. In the ferromagnet it turns one magnon into two or two into one, so the incoming energy must be at least $2\Delta$, apart from the nuclear quantum. Its thermal factor is then about $e^{-2\Delta/k_BT}$, and at fixed nonzero $a_\perp$ it loses to Eq.~(\ref{ferro}) when the sample is cold enough. If $a_\perp=0$, that argument gives no advantage to the two-magnon process. Dipolar mixing of magnons, magnon damping and conduction electrons are outside this model. A measured rate well above the calculated one, within the stated temperature range, can mean such an additional channel, a wrong static geometry, or wrong values of $\Delta$ or $K$, on which the rate depends strongly.
